# Gate work function for a 0.3 V threshold in double-gate silicon

## Question

A long transistor has an undoped silicon body of thickness \(t=10\) nm between two identical gates that are tied together. The gate voltage \(V_G\) is measured from the source, the drain bias is small, and the temperature is 300 K, so that \(kT=0.02585\) eV. Threshold is the gate voltage at which the body holds \(N_T=10^{11}\) electrons per square centimetre, counted over the whole thickness. It is to lie at \(V_T=0.3\) V.

Rough typical silicon data are: electron affinity \(\chi=4.05\) eV, six conduction valleys with masses \(m_l=0.92\,m_e\) (one axis) and \(m_t=0.19\,m_e\) (two axes), gap \(E_g=1.12\) eV, intrinsic density \(n_i=10^{10}\) cm\(^{-3}\), and relative permittivity 11.7. Each gate dielectric is 0.5 nm of silicon dioxide (permittivity 3.9) under 2.5 nm of hafnium dioxide (permittivity about 20).

(a) Find the electron density for a given distance between the conduction-band edge \(E_c\) and the source Fermi level \(E_F\), using classical statistics.

(b) Assume that the potential is flat across body and dielectric. Derive the required effective work function \(\Phi\) and evaluate it.

(c) Repeat the calculation from the intrinsic level. What does the comparison check?

(d) The electrons carry charge, so the potential is not quite flat. Find the resulting threshold shift to first order, and say when the flat-potential assumption fails.

(e) The body is thin enough for quantum confinement to matter. Estimate the shift for a (001) film with hard walls, and correct \(\Phi\) for this and for (d).

(f) Judge the result for a real device: temperature of use, channel length, fixed charge and gate leakage.

## Model answers

### (a) Density of electrons

Classical statistics means that a state of energy \(E\) is occupied with probability \(e^{-(E-E_F)/kT}\). In one valley \(E=E_c+\sum_i\hbar^2k_i^2/2m_i\), so the sum over wavevectors factorizes into three Gaussian integrals,

\[
\int_{-\infty}^{\infty}\frac{dk_i}{2\pi}\,e^{-\hbar^2k_i^2/2m_ikT}
=\left(\frac{m_ikT}{2\pi\hbar^2}\right)^{1/2}.
\]

Two spins and six valleys give a factor 12:

\[
n=N_c\,e^{-(E_c-E_F)/kT},\qquad
N_c=12\,\sqrt{m_lm_t^2}\left(\frac{kT}{2\pi\hbar^2}\right)^{3/2}.
\]

For the given masses \(N_c=2.744\times10^{19}\) cm\(^{-3}\).

### (b) The work function

In a flat potential \(n\) is uniform and the sheet density is \(N=nt\). Setting \(N=N_T\) and taking the logarithm,

\[
E_c-E_F=kT\ln\frac{N_ct}{N_T}.
\]

The Fermi level here is that of the source. At small drain bias and negligible gate leakage, the electrons in the body are in equilibrium with it.

The gate enters through the line-up of vacuum levels. A positive gate voltage lowers electron energies in the gate, so its Fermi level is \(E_F-qV_G\), and its vacuum level is \(E_F-qV_G+\Phi\). The vacuum level of the silicon is \(E_c+\chi\). With no field in the dielectric the two are equal:

\[
E_F-qV_G+\Phi=E_c+\chi .
\]

Here \(\Phi\) is an effective work function: any dipole at the interfaces of the stack is counted in it. Fixed charge is kept separate and is treated in (f). Putting \(V_G=V_T\) and inserting the threshold condition,

\[
\boxed{\;\Phi=\chi+qV_T+kT\ln\frac{N_ct}{N_T}\;}
\]

The numbers are

\[
\frac{N_ct}{N_T}=\frac{2.744\times10^{13}}{10^{11}}=274.4,\qquad
kT\ln 274.4=0.02585\times5.6146=0.1451\ \text{eV},
\]

\[
\Phi=4.05+0.30+0.1451=4.495\ \text{eV}\approx4.50\ \text{eV}.
\]

A numerical sum over wavevectors at this band edge returns \(1.00000\times10^{11}\) cm\(^{-2}\), which tests the prefactor and the treatment of the unequal masses.

The dielectric thickness does not appear, because a dielectric without field has no voltage across it. The gate moves the whole body one for one. At fixed \(\Phi\), a tenfold increase in \(N\) therefore takes \(kT\ln10/q=59.5\) mV of gate voltage. For the same reason, a threshold criterion ten times smaller, with \(V_T\) held at 0.3 V, would require \(\Phi\) to be 59.5 meV larger. Both statements hold only at densities low enough for the potential to stay flat, a limit found in (d). For the smaller criterion, the electron charge treated there adds about 3 meV to the change in \(\Phi\). A work function is thus tied to the definition of threshold that was used to find it.

The classical occupation requires \(N_T\ll N_ct\). To see the first correction, expand the Fermi function as \(e^{-x}-e^{-2x}+\dots\), with \(x=(E-E_F)/kT\). The second term is a Gaussian integral at half the temperature, so with \(z=e^{-(E_c-E_F)/kT}\)

\[
n=N_c\left(z-\frac{z^2}{2^{3/2}}+\dots\right).
\]

At fixed \(n\), \(\ln z\) must rise by about \(z/2^{3/2}\), which raises the threshold by \(kTz/(2^{3/2}q)\). With \(z=1/274.4\) this is 0.03 mV, which is negligible.

### (c) The route through the intrinsic level

The same density can be written \(n=n_ie^{(E_F-E_i)/kT}\), where \(E_i\) is the Fermi level of intrinsic silicon. If the two bands have nearly equal effective densities of states, \(E_i\) lies near midgap, at a depth \(\chi+E_g/2=4.61\) eV below vacuum. At threshold \(E_F-E_i=kT\ln(N_T/n_it)\). The vacuum line-up then reads \(E_F-qV_T+\Phi=E_i+\chi+E_g/2\), and

\[
\Phi\approx\chi+\frac{E_g}{2}+qV_T-kT\ln\frac{N_T}{n_it}.
\]

Since \(n_it=10^4\) cm\(^{-2}\), the logarithm is \(\ln10^7=16.12\), and

\[
\Phi\approx4.61+0.30-0.4167=4.493\ \text{eV}.
\]

The two routes differ by about 2 meV. The agreement checks that \(n_i\), \(E_g\) and \(N_c\) are mutually consistent, provided that the two bands do have nearly equal effective densities of states. If they do not, \(E_i\) moves away from midgap and the routes can differ even for consistent data. It does not check \(\chi\), which enters both routes equally and whose error passes in full into \(\Phi\).

The required gate Fermi level lies 0.115 eV above silicon midgap on the common vacuum scale. In this model a gate with \(\Phi=4.61\) eV would therefore have a threshold of about 0.415 V.

Holes may be ignored: \(n_i^2/n=10^{20}/10^{17}=10^3\) cm\(^{-3}\), or \(10^{-3}\) cm\(^{-2}\) in the body.

### (d) The charge of the electrons

Let \(\psi\) be the electrostatic potential and \(x\) the distance from the midplane. To first order the charge density is uniform, \(-qN_T/t\), and Poisson's equation gives

\[
\psi''=\frac{qN_T}{\varepsilon_{\rm Si}t},\qquad
\psi(x)=\psi(0)+\frac{qN_Tx^2}{2\varepsilon_{\rm Si}t}.
\]

The surface, \(x=\pm t/2\), lies above the midplane by \(qN_Tt/8\varepsilon_{\rm Si}\). Since the mean of \(x^2\) is \(t^2/12\), the body average lies above the midplane by \(qN_Tt/24\varepsilon_{\rm Si}\).

The average is what matters for the density. Expanding \(e^{q\psi/kT}\) to first order shows that \(N\) depends on the mean of \(\psi\), so at threshold this mean must keep its flat-potential value. The surface is then higher than that value by

\[
\frac{qN_Tt}{8\varepsilon_{\rm Si}}-\frac{qN_Tt}{24\varepsilon_{\rm Si}}=\frac{qN_Tt}{12\varepsilon_{\rm Si}} .
\]

By symmetry each gate images half the charge, so the dielectric drops \(qN_T/2C_{\rm ox}\), where \(C_{\rm ox}\) is the capacitance per area of one dielectric. The gate must supply both:

\[
\Delta V_T=qN_T\left(\frac{1}{2C_{\rm ox}}+\frac{t}{12\varepsilon_{\rm Si}}\right).
\]

The stack has an equivalent oxide thickness \(t_{\rm ox}=0.5+2.5\times3.9/20=0.9875\) nm, and \(C_{\rm ox}=\varepsilon_{\rm ox}/t_{\rm ox}\), with \(\varepsilon_{\rm ox}\) the permittivity of silicon dioxide. The two terms are 2.29 mV and 1.29 mV, together 3.58 mV. Numerical integration of the nonlinear Poisson equation gives 3.56 mV.

The assumption holds while \(\Delta V_T\) is small compared with \(kT/q=25.85\) mV. The shift is proportional to \(N\), so the first-order formula reaches \(kT/q\) at \(N\approx(25.85/3.58)\times10^{11}\approx7\times10^{11}\) cm\(^{-2}\). Near and above that density a growing share of any added gate voltage falls across the dielectric, and the density no longer rises exponentially. The chosen threshold lies below this range by a factor of about seven. The shift of \(V_T\) is small there, but the slope is already affected: to first order a decade of \(N\) costs \(\ln10\,(kT/q+\Delta V_T)\approx68\) mV locally at \(N_T\), and the decade from \(10^{11}\) to \(10^{12}\) cm\(^{-2}\) takes about 90 mV. The value 59.5 mV is approached only well below \(N_T\).

Residual acceptors of \(10^{15}\) cm\(^{-3}\), if ionized, add \(10^9\) cm\(^{-2}\) of negative charge. This is one hundredth of \(N_T\) and raises the threshold by 0.04 mV, so such a body counts as undoped here.

### (e) Confinement

Hard walls a distance \(t\) apart allow the energies \(E_j=j^2E_1\) above \(E_c\), with \(E_1=\hbar^2\pi^2/2m_\perp t^2\) and \(m_\perp\) the mass normal to the film. Motion in the plane has a constant density of states, so one valley holds

\[
N_v=\frac{m_\parallel kT}{\pi\hbar^2}\,e^{-(E_c-E_F)/kT}\sum_{j=1}^{\infty}e^{-aj^2},\qquad a=\frac{E_1}{kT},
\]

where \(m_\parallel\) is the geometric mean of the two in-plane masses. Poisson's summation formula, \(\sum_{j=-\infty}^{\infty}e^{-aj^2}=\sqrt{\pi/a}\,(1+2e^{-\pi^2/a}+\dots)\), gives for small \(a\)

\[
\sum_{j=1}^{\infty}e^{-aj^2}\approx\frac12\sqrt{\frac{\pi}{a}}-\frac12 .
\]

The first term is the classical result. Inserting \(a\),

\[
\frac{m_\parallel kT}{\pi\hbar^2}\cdot\frac12\sqrt{\frac{\pi}{a}}
=2t\,\frac{m_\parallel kT}{2\pi\hbar^2}\left(\frac{m_\perp kT}{2\pi\hbar^2}\right)^{1/2}=\frac{N_ct}{6},
\]

because \(m_\parallel\sqrt{m_\perp}=\sqrt{m_lm_t^2}\) for every valley. The ratio of quantum to classical density in a valley is therefore \(1-\sqrt{a/\pi}\). The missing half term reflects the absence of a \(j=0\) state.

In a (001) film two valleys have \(m_\perp=m_l\) and \(E_1=4.09\) meV, so their ratio is \(1-\sqrt{0.158/\pi}=0.776\). The other four have \(m_\perp=m_t\) and \(E_1=19.79\) meV, with ratio \(1-\sqrt{0.766/\pi}=0.506\). The average is

\[
\frac{2\times0.776+4\times0.506}{6}=0.596 .
\]

The full level sum and a numerical diagonalization both give 0.5961. For a film 1000 nm thick the level sum gives 0.9960, close to the classical limit of one.

At a given band edge the thin film thus holds about 40% fewer electrons than the classical formula says. The gate must lower the band edge further, by

\[
-kT\ln0.5961=13.4\ \text{meV},
\]

so the threshold rises by 13.4 mV. Confinement and charge both raise \(V_T\), and \(\Phi\) must be reduced to restore 0.3 V:

\[
\Phi_{\rm corr}=4.495-0.0036-0.0134\approx4.478\ \text{eV}.
\]

Adding the shifts is itself an approximation, since the charge shift was found with the classical density profile; treating charge and confinement together changes \(\Phi\) by less than 1 meV. Hard walls also overstate the confinement compared with barriers of finite height: with the rough barriers and masses used for the dielectric in (f), the shift of 13.4 mV falls to about 11 mV.

### (f) The real device

**Temperature.** Keep \(\Phi\) and \(\chi\) fixed and raise the temperature to 358 K. Both \(kT\) and \(N_c\propto T^{3/2}\) increase, and

\[
qV_T=\Phi-\chi-kT\ln\frac{N_ct}{N_T}
\]

falls to 0.264 eV, a threshold loss of 36 mV. The gap also shrinks, by roughly 16 meV according to an empirical fit of the gap against temperature. If the conduction edge took all of this shift relative to vacuum, \(V_T\) would fall by that much more; the model does not determine its share.

**Channel length.** Let \(y\) run along the channel, neglect the mobile charge, and take the potential across the body as a parabola with midplane value \(\psi_c\) and surface value \(\psi_s\). Let \(\psi_g\) be the long-channel, flat value set by the gate. Continuity of displacement at the surface gives

\[
\frac{4\varepsilon_{\rm Si}(\psi_s-\psi_c)}{t}=\frac{\varepsilon_{\rm ox}(\psi_g-\psi_s)}{t_{\rm ox}}
\;\Rightarrow\;
\psi_s-\psi_c=\frac{r(\psi_g-\psi_c)}{1+r},\quad r=\frac{\varepsilon_{\rm ox}t}{4\varepsilon_{\rm Si}t_{\rm ox}} .
\]

The curvature across the body is \(8(\psi_s-\psi_c)/t^2\), so Laplace's equation on the midplane becomes

\[
\frac{d^2\psi_c}{dy^2}=\frac{\psi_c-\psi_g}{\lambda^2},\qquad
\lambda^2=\frac{t^2(1+r)}{8r}=\frac{\varepsilon_{\rm Si}\,t\,t_{\rm ox}(1+r)}{2\varepsilon_{\rm ox}} .
\]

This gives \(\lambda=5.23\) nm; the exact lowest lateral mode for the same equivalent oxide layer decays over 4.90 nm. Suppose that \(E_c=E_F\) at both ends of a channel of length \(L\). The symmetric solution is a hyperbolic cosine, and the barrier at mid-channel is lowered by \(0.1451\ \text{eV}/\cosh(L/2\lambda)\). This is 0.02 meV for \(L=100\) nm and 16 meV for \(L=30\) nm. Both are overestimates, because the neglected mobile charge is not small near the ends: where \(E_c=E_F\) the electron density is about \(N_c\), and it screens the potential strongly. Including this charge reduces the 30 nm value to roughly 10 meV. At 30 nm the error of the long-channel assumption is thus comparable in size to the confinement shift, with the opposite sign.

**Fixed charge.** Positive charge of \(10^{11}\) cm\(^{-2}\) at each silicon interface is imaged on the nearby gate and lowers \(V_T\) by \(q\times10^{11}\,\text{cm}^{-2}/C_{\rm ox}=4.6\) mV. This is twice the dielectric term in (d), where one sheet of the same size was shared by two gates.

**Leakage and field.** Take rough barriers of 3.1 and 1.5 eV and tunnelling masses of 0.50 and 0.15 \(m_e\) for the oxide and the hafnia. The exponential WKB factor is then about \(9\times10^{-9}\). Multiplied by the thermal flux on a wall, \((N_T/t)\sqrt{kT/2\pi m_t}\), and by \(q\), it gives about \(10^{-3}\) A/cm\(^2\) per gate. For a 100 nm channel with a rough mobility of 300 cm\(^2\)/Vs, the leakage to both gates is of order \(10^{-6}\) of the diffusion current \(\mu kTN_T/L\) per unit width, which applies once the drain bias exceeds a few \(kT/q\). At this length, equilibrium with the source is a sound assumption by this estimate. The ratio grows as \(L^2\), because the leakage is proportional to \(L\) and the diffusion current to \(1/L\). It reaches one at a length of order 100 µm, and equilibrium with the source fails as that length is approached. At threshold the field in the silicon dioxide layer is 0.023 MV/cm, far below a rough breakdown field of 10 MV/cm; it grows in proportion to the electron density when the transistor is turned on further.

**Setting.** The result applies to a channel that is long compared with \(\lambda\) but well below the length, of order 100 µm for this stack, at which gate leakage rivals the channel current; at 30 nm the barrier is already lower by roughly 10 meV. If threshold is defined by a current instead of a density, the two definitions must be matched before work functions are compared. With a rough affinity, 4.50 eV is a sensible statement of the ideal answer, and 4.48 eV of the corrected one. The remaining values are in the numerical output.

## Table of computed values

```
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Body thickness: 10.0 nm
Target threshold voltage: 0.30 V
Threshold sheet density: 1.00e+11 cm^-2
Mean electron density at threshold: 1.00e+17 cm^-3
Electron affinity (rough input): 4.05 eV
Longitudinal mass (rough input): 0.92 m_e
Transverse mass (rough input): 0.19 m_e
Effective density of states Nc: 2.744e+19 cm^-3
Nc times thickness: 2.744e+13 cm^-2
Ratio Nc t / NT: 274.4 (no unit)
Logarithm of that ratio: 5.6146 (no unit)
Ec - EF at threshold: 0.1451 eV
IDEAL GATE WORK FUNCTION: 4.4951 eV
Sheet density from wavevector sum: 1.00000e+11 cm^-2
Silicon gap (rough input): 1.12 eV
Intrinsic density (rough input): 1.0e+10 cm^-3
Work function via intrinsic level: 4.4933 eV
Midgap depth below vacuum: 4.61 eV
Work function minus midgap: -0.1149 eV
Work function change per decade: 59.53 meV
Subthreshold swing from Poisson: 59.85 mV/decade
Layer 1 (rough): 0.5 nm, permittivity 3.9, barrier 3.1 eV, mass 0.50 m_e
Layer 2 (rough): 2.5 nm, permittivity 20.0, barrier 1.5 eV, mass 0.15 m_e
Equivalent oxide thickness: 0.9875 nm
VT rise from charge, Poisson: 3.561 mV
  dielectric part, first order: 2.291 mV
  body part, first order: 1.289 mV
Lowest level, mass ml: 4.09 meV
Lowest level, mass mt: 19.79 meV
Quantum/classical density, 10 nm: 0.5961 (no unit)
Same ratio by diagonalization: 0.5961 (no unit)
Same ratio, 1000 nm film: 0.9960 (no unit)
VT rise from confinement: 13.37 mV
WORK FUNCTION WITH BOTH CORRECTIONS: 4.4782 eV
VT rise from Fermi-Dirac filling: 0.0333 mV
Hole sheet density at threshold: 1.0e-03 cm^-2
VT rise, 1e15 cm^-3 acceptors: 0.036 mV
VT fall, +1e11 cm^-2 per interface: 4.58 mV
VT at 358 K, fixed affinity: 0.2638 V
Gap shrinkage 300 to 358 K: 15.5 meV
Lateral decay length, parabolic: 5.23 nm
Lateral decay length, exact mode: 4.90 nm
Barrier fall, 100 nm channel: 0.020 meV
Barrier fall, 30 nm channel: 16.4 meV
WKB transmission of stack: 9.0e-09 (no unit)
Gate leakage per gate: 8.9e-04 A/cm^2
Mobility (rough input): 300 cm2/Vs
Gate/drain current, 100 nm channel: 1.4e-06 (no unit)
Field in silicon dioxide layer: 0.0232 MV/cm
Rough breakdown field: 10 MV/cm
```
